Thickness of a Rotating Wafer in an Exponentially Depleting Growth Field

Definitions and conventions

A wafer of radius R lies on the floor of a horizontal channel and turns about its own centre. The laboratory coordinates x and y have their origin on the rotation axis, with x pointing downstream and y across the flow. The height above the floor is z. A point fixed on the wafer has polar coordinates r and φ, and the wafer turns at constant angular speed Ω.

The growth rate G is the film thickness added per unit time. It is steady in the laboratory frame and falls along the flow as the gas loses its precursor:

G(x) = G0 exp(-x/L).   (1)

Here G0 is the rate at the wafer centre and L is the depletion length. The rate does not depend on y or on the crystal direction facing the flow, and the rotation does not disturb the gas. After a growth time T the thickness is h. The ratio s = R/L measures how strongly the gas depletes across the wafer.

The result to be derived holds for a whole number of turns:

h(r) = G0 T I0(r/L) = G0 T [1 + r²/(4L²) + r⁴/(64L⁴) + …],   (2)

where I0 is the modified Bessel function of order zero, defined by the series

I0(u) = Σ (u/2)^(2k)/(k!)²,   k = 0, 1, 2, …   (3)

The thickness gradient along the flow disappears, and so does every other odd power of r. What remains is a bowl, thicker at the rim, which is quadratic to leading order in r/L.

The algebra is classical. No ħ occurs in it, so it reads the same in atomic units, with temperature expressed as an energy. The numbers are in engineering units.

Where the exponential comes from

Let X = x + x0 be the distance from the upstream edge of the hot floor, so that the wafer centre is at X = x0. The gas moves at a uniform speed U through a channel of height H, and the precursor has number density n and diffusivity D. In steady state, transport by the flow balances vertical diffusion:

U ∂n/∂X = D ∂²n/∂z².   (4)

Diffusion along the flow is left out here and sized later. The floor consumes every precursor molecule that reaches it, so n = 0 at z = 0. Nothing passes through the ceiling, so ∂n/∂z = 0 at z = H.

Try n = sin(pz) exp(-κX), which satisfies the floor condition. Equation (4) gives Uκ = Dp². The ceiling condition gives cos(pH) = 0, hence p = (2m+1)π/(2H) with m = 0, 1, 2, … The decay constants are therefore

κ = Dp²/U = (2m+1)²/L,   L = 4UH²/(π²D).   (5)

For a uniform inlet density n0, the coefficient of each sine follows from orthogonality, with ∫sin²(pz)dz = H/2 over the height:

b = (2/H) ∫ n0 sin(pz) dz = 2n0/(pH).

The flux into the floor is D ∂n/∂z at z = 0. Each mode contributes D b p = 2Dn0/H times its exponential, so

J(X) = (2Dn0/H) Σ exp[-(2m+1)²X/L].   (6)

The second mode decays nine times as fast as the first. Far enough downstream one exponential remains. If each deposited gallium atom adds a film volume v, the growth rate is vJ, which is equation (1) with

G0 = (2Dn0v/H) exp(-x0/L).   (7)

First derivation: follow a point on the wafer

At time t the wafer point (r, φ) is at the laboratory angle φ + Ωt, so its downstream coordinate is x = r cos(φ + Ωt). Its thickness is the time integral of the rate it meets. With θ = Ωt,

h = (G0/Ω) ∫ exp[-(r/L) cos(φ+θ)] dθ,   θ from 0 to ΩT.   (8)

For N whole turns ΩT = 2πN. The integrand has period 2π, so each turn contributes the same amount, and that amount does not depend on where in the cycle the turn starts. The angle φ therefore drops out. Replacing N/Ω by T/(2π) gives

h(r) = G0 T ⟨exp[-(r/L) cos θ]⟩,   (9)

where ⟨…⟩ is the average over θ from 0 to 2π.

Expand the exponential. Its series converges uniformly in θ, so it may be averaged term by term:

h/(G0T) = Σ [(-r/L)^j/j!] C_j,   C_j = ⟨cos^j θ⟩.

Replacing θ by θ + π changes the sign of cos θ but leaves a full-circle average unchanged. For odd j this gives C_j = -C_j, so C_j = 0. Physically, a point spends equal times at x and at -x, and the gain upstream cancels the loss downstream for every odd part of the field.

For even j, write cos^j θ = cos^(j-1) θ · cos θ and integrate by parts. The boundary terms vanish by periodicity, and

C_j = (j-1)⟨cos^(j-2) θ sin² θ⟩ = (j-1)(C_(j-2) - C_j).

Solving for C_j gives C_j = [(j-1)/j] C_(j-2). Starting from C_0 = 1,

C_(2k) = [1·3·…·(2k-1)]/[2·4·…·2k] = (2k)!/[4^k (k!)²].   (10)

The last form follows on multiplying top and bottom by 2·4·…·2k = 2^k k!. The factor (2k)! cancels the one in the exponential series:

h/(G0T) = Σ (r/2L)^(2k)/(k!)² = I0(r/L),

which is equation (2). The quadratic term comes from (r²/2L²)⟨cos²θ⟩ with ⟨cos²θ⟩ = 1/2, which gives the factor 1/4.

The opposite limit, r much larger than L, shows what the average does when depletion is severe. The integrand in (9) is then concentrated near θ = π, the upstream position. Put θ = π + δ, so that -cos θ ≈ 1 - δ²/2. The Gaussian integral gives

I0(r/L) ≈ exp(r/L)/√(2πr/L),   r ≫ L.   (11)

The point collects most of its film in a short upstream arc, and the profile is nearly exponential in r. Rotation still removes the dependence on φ, but the film is far from flat.

If the run stops after ν = N + f turns, with 0 < f < 1, the extra fraction leaves a mark. Subtract G0T I0(r/L) from (8). The whole turns cancel, and to first order in r/L the remainder is

-(G0r/ΩL) ∫ cos(φ+θ) dθ = -(2G0r/ΩL) sin(πf) cos(φ+πf),

with θ running from 0 to 2πf. Division by G0T = 2πνG0/Ω gives a tilt of relative amplitude

(r/L) sin(πf)/(πν).   (12)

After many turns it is largest when close to half a turn is left over, and for a given f it falls inversely with the number of turns ν.

Second derivation: the balance over a disc

Let A(r) be the average of G over a circle of radius r about the axis. A wafer point visits all parts of this circle for equal times in a whole number of turns, so h(r) = T A(r). The integral for A need not be evaluated directly.

Two x-derivatives of (1) give a factor 1/L², and y does not enter, so

∇²G = G/L².   (13)

Differentiate the circle average with respect to r. This averages the outward derivative of G around the circle. By the divergence theorem, the integral of that derivative along the circle equals the integral of ∇²G over the enclosed disc:

2πr dA/dr = ∫ ∇²G dS = (1/L²) ∫ 2πr′ A(r′) dr′,   r′ from 0 to r.   (14)

The last step uses (13) and divides the disc into rings. Cancel 2π, divide by r and integrate from the centre, where A = G0:

A(r) = G0 + (1/L²) ∫ (dr′/r′) ∫ r″ A(r″) dr″,   (15)

with r″ from 0 to r′ and r′ from 0 to r.

Solve this by repeated substitution. The double integral turns r^(2k) into r^(2k+2)/(2k+2)²: the inner integral gives r′^(2k+2)/(2k+2), division by r′ lowers the power by one, and the outer integral supplies the second factor. Starting from G0, the first substitution adds G0r²/(4L²). The next adds G0r⁴/(4·16L⁴) = G0r⁴/(64L⁴). In general, the coefficient of (r/L)^(2k) is

1/[2²·4²·…·(2k)²] = 1/[4^k (k!)²].

After K substitutions, the term still containing the unknown A is at most its largest value on the disc times (r/2L)^(2K)/(K!)², which tends to zero. The series is therefore the complete solution, A = G0 I0(r/L), and equation (2) follows again.

This route shows why a residue must remain. The slope of G at the centre never enters (14). The circle average rises because the disc contains positive curvature, and an exponential decay has positive curvature everywhere. For a general smooth field, replacing ∇²G in (14) by its central value gives

A(r) ≈ G(0) + (r²/4) ∇²G(0).   (16)

Rotation removes a gradient, but it does not remove the Laplacian.

A second field makes the point sharper. Let the rate also droop towards the sides of the channel:

G = G0 exp(-x/L) cos(qy),   ∇²G = (1/L² - q²) G.   (17)

The derivation goes through with 1/L² replaced by 1/L² - q². For q < 1/L the average is G0 I0(r√(1/L² - q²)), a shallower bowl. At q = 1/L the Laplacian vanishes and the rotated film is flat, although the stationary growth field is not. For q > 1/L the r² term is negative and the film is thickest at the centre for small r.

What the two derivations assume

Both need a steady growth field, growth independent of crystal orientation, constant rotation speed and a whole number of turns. If the wafer slowed at the same orientation in every turn, the time average would carry unequal weights and a tilt could survive.

The first derivation uses the explicit exponential along a circular path. Because it keeps the starting angle, it also gives the error of an unfinished turn. The second starts from complete circle averages and cannot supply that error. In return it needs only equation (13) inside the disc, not the particular solution (1). A sum of exponentials of the same L running in different directions has the same rotated profile, scaled by its central rate.

A worked case: gallium-limited epitaxy

The inputs are rough typical values for gallium arsenide grown from trimethylgallium in hydrogen. The group V precursor is in excess, so gallium is the species whose depletion sets the rate. The gas and floor are at 900 K, the pressure is 76 Torr, H = 20 mm, U = 3 m/s, R = 50 mm and x0 = 200 mm. The diffusivity is taken as 0.4 cm²/s at 300 K and 760 Torr, rising as temperature to the power 1.75 and inversely with pressure:

D = 0.4 × 3^1.75 × 10 = 27.35 cm²/s.

Equation (5) then gives

L = 4 × (3 m/s) × (20 mm)²/(π² × 27.35 cm²/s) = 177.8 mm,

and s = 50/177.8 = 0.281. A cubic cell of edge 5.65 Å holds four gallium atoms, so v = 5.65³/4 = 45.1 Å³. The inlet pressure of trimethylgallium is 0.01 Torr, and n0 is this pressure divided by the thermal energy. Equation (7) gives G0 = 0.430 nm/s. At 12 turns per minute, 360.5 turns take 1802.5 s, and the central thickness is 774.5 nm.

Without rotation, the upstream rim would receive 774.5 × exp(0.281) = 1026 nm and the downstream rim 585 nm. Their difference is 57 % of the central thickness. With rotation the thickness is 778.3 nm at half radius and 789.9 nm at the rim. The rim excess over the centre is 1.99 %, of which the quadratic term s²/4 supplies 1.98 %. The quartic term is smaller than the quadratic one by the factor s²/16, about 0.005 here, so the residue is very nearly a parabola.

The wafer mean follows by weighting each ring with its area:

(2/R²) ∫ r I0(r/L) dr = 1 + s²/8 + …

This is half the rim excess to leading order. The mean thickness is 782.2 nm, or 1.0 % above the centre.

The half turn left over gives, by (12), a tilt of 0.281/(π × 360.5) = 0.0248 %. Explicit stepwise deposition at the rim gives 0.0251 %. The difference comes from the cubic term of the exponential. Over a half turn centred on the upstream or downstream direction, ∫cos θ dθ = 2 and ∫cos³θ dθ = 4/3 in magnitude, so the cubic part adds the fraction (s²/6)(4/3)/2 = s²/9, or 0.9 %. The quadratic part averages over a half turn as it does over a whole one and adds nothing.

For a small permitted rim excess ε, s²/4 = ε gives

L ≈ R/(2√ε).   (18)

For the single exponential (1), one per cent needs L = 250 mm, which with H and D held fixed in the plug-flow model means U = 4.22 m/s. The rule holds only while the wafer stays in the developed region, with the entrance modes of (6) negligible, and a longer L at fixed x0 strengthens those modes. At x0 = 200 mm the full series (6) gives 1.16 % at 4.22 m/s. One per cent is first reached near 5.1 m/s, the excess passes through a minimum of about 0.98 % near 5.8 m/s, and it rises again at higher speed. With x0 = 300 mm, 4.22 m/s gives 1.01 %. A flatter film therefore needs x0 to grow along with L. Flatness gained by lengthening L has a price in precursor. In the developed region the gas loses the fraction 1 - exp(-2s) over one wafer diameter, which is 43 % in the example. By (18) this becomes 1 - exp(-4√ε), or 33 % at one per cent excess. A film made flatter in this way leaves more precursor unused over the same length.

The model beside a real reactor

The temperature, pressure and growth rate of about 1.5 µm/h lie in the ordinary range for this kind of epitaxy. Two assumptions are clearly idealised: uniform gas speed and uniform gas temperature. A real channel has viscous flow, and its ceiling may be cooler than its floor. The following changes are cumulative, at fixed mass flow. A parabolic velocity profile gives L = 180.5 mm and a rim excess of 1.93 %. A ceiling at 600 K, with a linear temperature profile, gives 204 mm and 1.51 %. Thermal diffusion, which drives the heavy precursor towards the cold side, gives 236 mm and 1.13 % for an assumed thermal diffusion factor of 1. The parabola is kept in all three cases; a gas viscosity rising as temperature to the power 0.7 would skew it and lengthen the last two values of L by 2 to 3 %. These rim excesses are for the slowest mode alone; with the entrance modes at x0 = 200 mm they become 1.94 %, 1.54 % and 1.17 %. Together the three changes remove about two fifths of the predicted bowl. They change L but not the form of the developed profile: their coefficients depend on z alone, so the transport equation still separates into exponentials along the flow.

Diffusion along the flow adds D ∂²n/∂X² to the right of (4). A decay exp(-X/L′) then requires L′²/L - L′ = D/U, so L′ ≈ L + D/U when D/U ≪ L. The length rises by 0.9 mm, to 178.7 mm.

The entrance modes in (6) can each be averaged by the first derivation, with L replaced by L/(2m+1)². Including them raises the plug-flow rim excess from 1.99 % to 2.02 %. A wafer closer to the upstream edge, or a longer L at the same x0, would be affected more, because these modes decay with x0/L and have stronger curvature.

If the wafer centre is displaced by e from the axis, opposite rim points lie at R + e and R - e. The slope of r²/(4L²) is r/(2L²), so their relative difference is about Re/L². For e = 1 mm this is 0.16 %, more than the tilt from the unfinished turn.

Lateral variation can matter as much as depletion. In the field (17), q = 1/L corresponds to a droop of 1 - cos s = 3.9 % between the axis and the points x = 0, y = ±R. That droop would cancel the whole bowl. The side walls and temperature map of a particular reactor decide whether any such droop is present, and they are not calculated here.

The wafer also drags the gas, with a rim speed 2.1 % of the gas speed. In a channel symmetric under y → -y, reflection reverses the rotation. The change in G to first order in Ω is therefore odd in y and vanishes on averaging around the circle. Second-order drag has not been evaluated.

The Reynolds number of 8.6 supports laminar flow. The ratio of buoyancy to inertia is 0.007, but the onset of buoyant rolls above a heated floor is set by the Rayleigh number. That number is about 0.4 to 2 here, depending on the temperature at which the gas properties are taken, far below the value of about 1700 at which rolls appear, so buoyant convection can be neglected. The absorbing floor requires a sticking probability well above 0.0013, the value at which the resistance of the surface reaction equals the diffusion resistance H/D of the gas. For a first-order surface reaction, L is still about a fifth longer than equation (5) gives when the sticking probability is ten times this value, and more than three times as long at the value itself. The main values are collected in the numerical output below. The gas viscosity and the precursor mass, used only in this paragraph, are set in the program.

Computed results

```
INPUTS (rough typical values)
susceptor and gas temperature: 900 K
total pressure: 76 Torr
inlet trimethylgallium pressure: 0.01 Torr
channel height: 20 mm
mean gas speed, hot: 3 m/s
wafer radius R: 50 mm
hot leading edge to wafer centre: 200 mm
diffusivity at 300 K, 760 Torr: 0.4 cm2/s
temperature exponent of diffusivity: 1.75
film lattice constant: 5.65 angstrom
rotation: 12 turns/min
number of turns: 360.5
RESULTS OF THE MODEL
diffusivity at growth: 27.35 cm2/s
depletion length L: 177.8 mm
R/L: 0.2812
film volume per Ga atom: 45.09 angstrom^3
growth rate at centre: 0.4297 nm/s
growth time: 1802.5 s
thickness at centre: 774.5 nm
static thickness, upstream rim: 1026 nm
static thickness, downstream rim: 584.6 nm
rotated thickness, half radius: 778.3 nm
rotated thickness, rim: 789.9 nm
rotated thickness, wafer mean: 782.2 nm
static rim-to-rim spread over centre: 56.99 %
rotated rim excess, I0 - 1: 1.987 %
rotated rim excess, quadratic term: 1.977 %
L needed for 1 % rim excess: 250.3 mm
gas speed needed for 1 % rim excess: 4.224 m/s
NEGLECTED EFFECTS
assumed ceiling temperature: 600 K
assumed thermal diffusion factor: 1
L with parabolic flow: 180.5 mm
rim excess with parabolic flow: 1.927 %
L with and cold ceiling: 203.8 mm
rim excess with and cold ceiling: 1.511 %
L with and thermal diffusion: 235.7 mm
rim excess with and thermal diffusion: 1.128 %
L with axial diffusion, plug flow: 178.7 mm
rim excess with entrance modes: 2.016 %
tilt amplitude from the half turn left over: 0.0251 %
assumed off-centre mounting: 1 mm
rim-to-rim difference from off-centre mounting: 0.16 %
lateral droop at y = R that cancels the bowl: 3.93 %
wafer rim speed over gas speed: 0.0209
Reynolds number: 8.6
buoyancy over inertia (Richardson number): 0.0073
sticking where surface and gas resistances match: 0.0013
```
